# Spin canting and weak ferromagnetism from the Dzyaloshinskii-Moriya interaction

**Question**

I am working on a two-sublattice model of a weak ferromagnet such as hematite. The energy is

$$E = J\,\mathbf m_1\cdot\mathbf m_2 + \mathbf D\cdot(\mathbf m_1\times\mathbf m_2),\qquad J>0,$$

where $\mathbf m_1$ and $\mathbf m_2$ are unit vectors along the sublattice moments. I am asked to minimise it, show that the canting angle is about $D/(2J)$, and find the net moment.

I put both vectors in the plane perpendicular to $\mathbf D$ and called the angle from $\mathbf m_1$ to $\mathbf m_2$ $\varphi$. Then $E=J\cos\varphi+D\sin\varphi$, and setting the derivative to zero gives $\tan\varphi=D/J$. That looks like an angle of $D/J$, not $D/(2J)$, and a small $\varphi$ would mean nearly parallel moments, which cannot be right for an antiferromagnet.

I also assumed that the moments lie perpendicular to $\mathbf D$. Why should they? I have read that hematite loses its weak moment on cooling, when the spins turn towards the crystal axis. Does the model allow that?

**Answer**

Your derivative is right. What remains is to choose the correct root, to see which angle is called the canting angle, and to justify the plane. Your energy by itself already favours the plane. The turn towards the axis on cooling needs one more term, an anisotropy, and both cases are treated together below.

**What the symbols mean**

Let $E$ be the energy per pair of ions, one from each sublattice, with all bonds between the sublattices summed into $J$ and $\mathbf D$ and the spin lengths absorbed. If your convention counts every bond twice, $J$ and $D$ both change by the same factor and $D/J$ is unaffected. The moments are classical, of fixed size $\mu$, at zero temperature. Take $\mathbf D=D\hat{\mathbf z}$, where $D$ may have either sign.

The $D$ term needs spin-orbit coupling. Without it, and apart from the magnetic dipole interaction, rotating all spins together while the lattice stays fixed costs no energy. The scalar product $\mathbf m_1\cdot\mathbf m_2$ respects this, but the component of $\mathbf m_1\times\mathbf m_2$ along a fixed crystal direction does not. The dipole interaction does depend on the direction of the spins in the crystal, but it is unchanged when the two moments of a pair are exchanged, so it cannot supply the cross product either.

Crystal symmetry matters too. Magnetic moments are axial vectors, so inversion does not reverse them; it can only move them to other sites. If inversion exchanged the two sublattices, $E$ would have to be unchanged under $\mathbf m_1\leftrightarrow\mathbf m_2$. The cross product changes sign under this exchange, so $D$ would vanish. In hematite inversion maps each sublattice onto itself, and $D$ is allowed. The threefold rotation also maps each sublattice onto itself, so the summed vector $\mathbf D$ must lie along the threefold axis.

**The minimum in the plane**

For moments perpendicular to $\hat{\mathbf z}$, the energy depends only on the directed angle from $\mathbf m_1$ to $\mathbf m_2$. We may therefore rotate the axes about $\hat{\mathbf z}$ until the pair is symmetric about $y$:

$$\mathbf m_1=(-\cos\alpha,\ \sin\alpha,\ 0),\qquad \mathbf m_2=(\cos\alpha,\ \sin\alpha,\ 0).$$

At $\alpha=0$ the moments are antiparallel. For $\alpha\neq0$ each has turned by $|\alpha|$ away from the antiparallel line, so $\alpha$ is the canting angle of one sublattice. The two products are

$$\mathbf m_1\cdot\mathbf m_2=-\cos^2\alpha+\sin^2\alpha=-\cos2\alpha,$$

$$\hat{\mathbf z}\cdot(\mathbf m_1\times\mathbf m_2)=(-\cos\alpha)(\sin\alpha)-(\sin\alpha)(\cos\alpha)=-\sin2\alpha,$$

so that

$$E(\alpha)=-J\cos2\alpha-D\sin2\alpha .$$

The derivative is

$$\frac{dE}{d\alpha}=2J\sin2\alpha-2D\cos2\alpha=0\quad\Rightarrow\quad\tan2\alpha=\frac DJ .$$

With $R=\sqrt{J^2+D^2}$, this equation has two kinds of solution, $(\cos2\alpha,\sin2\alpha)=\pm(J,D)/R$. The second derivative separates them:

$$\frac{d^2E}{d\alpha^2}=4J\cos2\alpha+4D\sin2\alpha=\pm\frac{4(J^2+D^2)}{R}=\pm4R .$$

The upper sign is the minimum. There $\cos2\alpha>0$, so

$$\alpha=\tfrac12\arctan\frac DJ,\qquad E_{\min}=-\frac{J^2+D^2}{R}=-R .$$

For $|D|\ll J$ the arctangent is close to its argument and

$$\alpha\approx\frac{D}{2J}.$$

Your angle is $\varphi=2\alpha-\pi$, since $\mathbf m_1$ points at angle $\pi-\alpha$ and $\mathbf m_2$ at $\alpha$. Because the tangent has period $\pi$, $\tan\varphi=\tan2\alpha=D/J$, in agreement with your equation. The root near $\varphi=0$ is the maximum; the minimum lies near $\varphi=\pm\pi$. The pair as a whole deviates from antiparallel by $2|\alpha|\approx|D|/J$, and the two sublattices share this deviation equally. That is the missing factor of 2.

**Why a small $D$ is enough**

For small $\alpha$, use $\cos2\alpha\approx1-2\alpha^2$ and $\sin2\alpha\approx2\alpha$:

$$E\approx-J-2D\alpha+2J\alpha^2 .$$

The gain from $D$ is linear in $\alpha$, while the exchange cost is quadratic. Any nonzero $D$ therefore cants moments that lie in the plane. Setting $-2D+4J\alpha=0$ gives $\alpha=D/(2J)$ again, and inserting this gives

$$E+J\approx-\frac{D^2}{J}+\frac{D^2}{2J}=-\frac{D^2}{2J}.$$

The canting is first order in $D/J$, but the energy it saves is second order.

**The weak ferromagnetic moment**

Adding the two vectors gives $\mathbf m_1+\mathbf m_2=(0,2\sin\alpha,0)$. The net moment per pair is

$$M=2\mu\sin|\alpha|\approx\mu\frac{|D|}{J}.$$

For its direction, note that $\mathbf m_1-\mathbf m_2=-2\cos\alpha\,\hat{\mathbf x}$ and $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$. Hence

$$\mathbf m_1+\mathbf m_2=\tan\alpha\,(\mathbf m_1-\mathbf m_2)\times\hat{\mathbf z}.$$

The weak moment is perpendicular both to $\mathbf D$ and to the antiferromagnetic axis. If that axis vector is held fixed, reversing $D$ reverses the weak moment. Rotating both moments together about $\hat{\mathbf z}$ costs nothing in this model, so the direction within the plane must be chosen by something left out here, such as a small in-plane anisotropy or an applied field.

**Why the plane, and when not**

Now let the moments point anywhere, and add an anisotropy that favours the $z$ axis when $K>0$:

$$E=J\,\mathbf m_1\cdot\mathbf m_2+D\,\hat{\mathbf z}\cdot(\mathbf m_1\times\mathbf m_2)-K(m_{1z}^2+m_{2z}^2).$$

Your original energy is the case $K=0$. Split each vector into an in-plane part $\mathbf p_i$ and an axial component $m_{iz}$. If $\varphi$ is the angle from $\mathbf p_1$ to $\mathbf p_2$, the in-plane parts contribute

$$|\mathbf p_1||\mathbf p_2|(J\cos\varphi+D\sin\varphi)\ \ge\ -R\,|\mathbf p_1||\mathbf p_2|\ \ge\ -\frac R2\left(p_1^2+p_2^2\right).$$

The first inequality holds because $J\cos\varphi+D\sin\varphi$ is a sinusoid of amplitude $R$; the second follows from $(|\mathbf p_1|-|\mathbf p_2|)^2\ge0$. For the axial parts, $(m_{1z}+m_{2z})^2\ge0$ gives $Jm_{1z}m_{2z}\ge-\tfrac J2(m_{1z}^2+m_{2z}^2)$.

Define $w=\tfrac12(m_{1z}^2+m_{2z}^2)$, which lies between 0 and 1. Since the vectors have unit length, $p_1^2+p_2^2=2(1-w)$. Adding the contributions gives

$$E\ \ge\ -R(1-w)-(J+2K)\,w .$$

The right-hand side is linear in $w$, so its lowest value is at an end of the interval, and both ends are reached by real configurations:

- At $w=0$ the canted in-plane pair has $E=-R$.
- At $w=1$ the antiparallel pair along $z$ has $E=-J-2K$.

The canted state is the absolute minimum when $2K<R-J$. For $K=0$ and $D\ne0$ this is satisfied, because $R>J$, so your assumption was correct for your energy. The reason is that the $D$ term gives nothing to antiparallel moments along $\mathbf D$, whereas in the plane it lowers the energy. This preference, $R-J\approx D^2/(2J)$, is second order in the spin-orbit coupling, and at that order a real bond also carries a symmetric anisotropic exchange $\Gamma\,m_{1z}m_{2z}$. For the axial state it acts like $2K=\Gamma$. For a single spin-$1/2$ Hubbard bond with spin-orbit hopping, $\Gamma=R-J$, which cancels the preference exactly. For a material, $K$ must be read as including such terms.

The threshold is

$$K_c=\frac{R-J}{2}\approx\frac{D^2}{4J}.$$

For $K>K_c$ the moments lie antiparallel along the axis and the weak moment is zero. This is the arrangement of cold hematite. The model shows why the moment disappears when the spins turn to the axis; it does not explain why the effective anisotropy of the real crystal changes with temperature.

Below the threshold, $K$ does not enter the canting angle, because the in-plane state has no $z$ components. In this model the net moment therefore jumps to zero at $K_c$ instead of shrinking gradually. Exactly at $K_c$ the bound no longer depends on $w$ and every tilt between plane and axis has the same energy, so terms left out here decide how a real crystal turns. A fourth-order anisotropy $K_4(m_{1z}^4+m_{2z}^4)$ keeps the jump when $K_4<0$ and spreads the turn continuously over a range of $K$ when $K_4>0$. For $D/J=0.5$, a minimisation over all directions gives $M/\mu=0.4595$ at $K=0.8K_c$ and zero at $K=1.2K_c$.

**Numbers**

Take round model parameters, not fitted to any material: $J=200$ meV and $D=0.50$ meV per pair, $\mu=5\,\mu_B$ (spin $5/2$ with $g=2$), and a volume of 50 Å$^3$ per pair. Then $D/J=0.50/200=0.0025$, and

$$\alpha\approx\frac{0.0025}{2}=1.25\ \text{mrad}=0.072^\circ,$$

$$M\approx5\,\mu_B\times0.0025=0.0125\,\mu_B\ \text{per pair}.$$

Dividing $M$ by the volume per pair gives a magnetisation of about 2300 A/m. The net moment is only 0.125% of the $10\,\mu_B$ that the two ions would give if they were parallel.

The energy saved by canting is

$$\frac{D^2}{2J}=\frac{(0.50)^2}{400}\ \text{meV}=0.625\ \mu\text{eV per pair},$$

and half of this, $K_c\approx0.31\ \mu$eV per ion, is the threshold anisotropy. A net easy-axis energy far smaller than either $J$ or $D$ is thus enough to remove the weak moment. Here $K$ is the sum of all anisotropy contributions, and these can individually be much larger than $K_c$. For moments of $5\,\mu_B$ on the iron sites of hematite, the dipole interaction alone gives $K\approx-0.14$ meV per ion, favouring the plane, so the axial state of the cold crystal requires other contributions that outweigh it. The size of $D$ alone does not tell you whether a crystal is a weak ferromagnet; the anisotropy has to be known as well.

**How good is $D/(2J)$?**

Let $x=D/J>0$. From $\arctan x=x-x^3/3+\dots$,

$$\alpha=\frac x2-\frac{x^3}{6}+\dots$$

For the moment, $2\sin\alpha=2\alpha-\alpha^3/3+\dots$, so

$$\frac M\mu=x-\frac{x^3}{3}-\frac{x^3}{24}+\dots=x-\frac{3x^3}{8}+\dots$$

Relative to the minimised angle, $D/(2J)$ is too large by 0.33% at $x=0.1$, by 7.8% at $x=0.5$ and by 27% at $x=1$. In the example above the difference is negligible.

In the opposite limit, $D\gg J$, the arctangent tends to $\pi/2$ and $\alpha$ to $\pi/4$. The moments become perpendicular, as the cross product prefers, and $M$ tends to $\sqrt2\,\mu$. The linear formula would let the moment grow without limit.

These corrections belong to the classical model. Thermal and quantum fluctuations, which are left out here, change the sublattice moments of a real magnet. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
exchange J = 200.0 meV per pair
Dzyaloshinskii-Moriya D = 0.50 meV per pair
moment of one ion = 5.0 mu_B
volume per pair = 50.0 cubic angstrom
ratio D/J = 0.0025
canting angle, minimised = 1.249997 mrad
canting angle, D/(2J) = 1.250000 mrad
canting angle, minimised = 0.0716 degree
deviation of pair from antiparallel = 2.5000 mrad
energy gain by canting = 0.6250 micro-eV per pair
net moment = 0.01250 mu_B per pair
net moment / sum of both moments = 0.00125
magnetisation = 2318 A/m
threshold anisotropy K_c = 0.3125 micro-eV per ion
cubic coefficient of angle at D/J=0.01: -0.1667
cubic coefficient of net moment/mu: -0.3750
D/J, angle (rad), D/(2J) (rad), excess of D/(2J) (percent):
  0.01  0.005000  0.005000  0.0033
  0.10  0.049834  0.050000  0.3324
  0.50  0.231824  0.250000  7.8405
  1.00  0.392699  0.500000  27.3240
anisotropy test at D/J = 0.5, net moment / mu:
  K = 0.8 K_c: 0.4595
  K = 1.2 K_c: 0.0000
```
